# Valley Degeneracy in the Electron Gas and the Limits of RPA

## Problem

The conduction electrons of a doped semiconductor occupy $\nu$ equivalent valleys. Each valley is parabolic with the same isotropic mass $m^*=\mu m_e$, and the crystal is described by a static dielectric constant $\kappa$. A uniform positive background makes the system neutral. All valleys and both spins are equally filled. The Coulomb interaction leaves each electron in its valley and preserves its spin, since scattering between valleys is neglected. There are then $2\nu$ conserved species, called flavours below.

(a) Find units in which $\mu$ and $\kappa$ disappear from the Hamiltonian.

(b) At density $n$, how do the kinetic, exchange and random-phase-approximation (RPA) correlation energies per electron depend on $\nu$?

(c) In what sense does RPA become exact for many valleys? Can it be trusted for $\nu=1000$ at $r_s=100$, where $r_s$ is the radius of the sphere holding one electron, in the length unit of (a)?

(d) Evaluate the energies for $\mu=0.3$, $\kappa=12$, $n=10^{19}\ \mathrm{cm^{-3}}$ and $\nu=1,2,6,12$.

## A tempting answer to (c)

In perturbation theory each closed electron loop contains a free sum over flavours and so gives a factor $\nu$. At a given order in the interaction, the ring diagrams have the most loops. RPA is the sum of the rings. Hence, at any fixed density, RPA becomes exact as $\nu\to\infty$, with a relative error of order $1/\nu$. For $\nu=1000$ and $r_s=100$ the RPA total energy is $-0.0127$ effective hartree per electron, and it should be good to about a tenth of a percent.

## The answer breaks a lower bound

A bound on the exact energy can be found from electrostatics. Take unit charges, and replace each point electron by a uniform ball of the same charge and radius $R=r_s$. The potential of a ball centred at the origin is
$$\phi(r)=\frac{3R^2-r^2}{2R^3}\ (r<R),\qquad \phi(r)=\frac1r\ (r\ge R).$$
It nowhere exceeds $1/r$. Averaging $1/r$ over a second ball also cannot raise it above its value for a point at that ball's centre. Two balls therefore repel with at most the energy $1/r_{ij}$ of the two points.

The charge density "balls minus background" has a non-negative electrostatic energy $W$. This $W$ contains the self-energy $S$ of each ball, which the point charges do not have. It also contains the attraction of the balls to the background, which is weaker than that of the points by $D$ per electron. So the potential energy of $N$ electrons is at least $W-N(S+D)\ge -N(S+D)$. With $4\pi n=3/R^3$,
$$S=\frac12\,\frac{3}{R^3}\int_0^R r^2\,\frac{3R^2-r^2}{2R^3}\,dr=\frac{3}{4R^6}\left(R^5-\frac{R^5}{5}\right)=\frac{3}{5R},$$
$$D=4\pi n\int_0^R r^2\left(\frac1r-\frac{3R^2-r^2}{2R^3}\right)dr=\frac{3}{R^3}\,R^2\left(\frac12-\frac12+\frac1{10}\right)=\frac{3}{10R}.$$
The kinetic energy is not negative, so for every state and every $\nu$
$$\frac EN\ \ge\ -\frac{0.9}{r_s}. \tag{1}$$
At $r_s=100$ this is $-0.0090$. The RPA value $-0.0127$ lies below it, so its error is at least $0.0037$, or 29% of the RPA value itself.

The fault is in the phrase "at any fixed density". Loop counting compares powers of $\nu$ while everything else in the diagrams stays fixed. But at fixed density the Fermi wave vector shrinks as $\nu$ grows, and the values of the diagrams change with it. The correct counting must hold fixed the quantity on which those values depend. Part (b) identifies it.

## (a) Effective atomic units

Write each position as $a^*$ times a dimensionless position. The kinetic term then carries the prefactor $\hbar^2/(m^*a^{*2})$ and the Coulomb term $e^2/(4\pi\varepsilon_0\kappa a^*)$. They are equal if
$$a^*=\frac{4\pi\varepsilon_0\kappa\hbar^2}{m^*e^2}=\frac{\kappa}{\mu}\,a_0 ,\qquad
\mathrm{Ha}^*=\frac{\hbar^2}{m^*a^{*2}}=\frac{1}{\mu}\,\frac{\mu^2}{\kappa^2}\,\frac{\hbar^2}{m_ea_0^2}=\frac{\mu}{\kappa^2}\,\mathrm{Ha}.$$
In these units the Hamiltonian is that of electrons with unit mass and interaction $1/r$. The background has the same scaling. What remains are two numbers, $\nu$ and $r_s$, with $n=3/(4\pi r_s^3)$.

## (b) The three energies

**Kinetic energy.** A Fermi sphere holds $k_F^3/(6\pi^2)$ electrons per volume for each flavour. With $2\nu$ flavours,
$$n=\frac{\nu k_F^3}{3\pi^2},\qquad k_F=\frac{\alpha}{\nu^{1/3}r_s},\qquad \alpha=\left(\frac{9\pi}{4}\right)^{1/3}. \tag{2}$$
The mean of $k^2$ over a ball is $3k_F^2/5$, so
$$\varepsilon_k=\frac{3k_F^2}{10}=\frac{1.105}{\nu^{2/3}r_s^2}.$$

**Exchange energy.** In the Slater determinant of plane waves, one flavour has density $n_f=n/(2\nu)$ and density matrix
$$\rho_f(r)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}=\frac{\sin z-z\cos z}{2\pi^2r^3}=n_fF(z),\qquad z=k_Fr,$$
where $F=3j_1(z)/z$ and $j_1=(\sin z-z\cos z)/z^2$. Antisymmetry lowers the pair density of two electrons of the same flavour by $\rho_f^2$; different flavours are uncorrelated. Summing over $2\nu$ flavours and dividing by $n$ gives
$$\varepsilon_x=-\frac{1}{2n}\,2\nu n_f^2\int d^3r\,\frac{F^2}{r}=-\frac{\pi n}{\nu k_F^2}\int_0^\infty zF^2\,dz .$$
With $j_0=\sin z/z$, the relations $j_0'=-j_1$ and $j_1'=j_0-2j_1/z$ give $(j_0^2+j_1^2)'=-4j_1^2/z$. The integral is therefore $9\int_0^\infty j_1^2\,dz/z=9/4$. Inserting $n$ from (2),
$$\varepsilon_x=-\frac{k_F}{3\pi}\,\frac94=-\frac{3k_F}{4\pi}=-\frac{0.458}{\nu^{1/3}r_s}.$$
More valleys mean fewer electrons of like flavour near a given one, and so less exchange.

**RPA correlation energy.** Let $v=4\pi/q^2$, and let $\chi_\lambda(q,i\omega)$ be the density response per volume when the interaction is $\lambda v$. It is a sum over excited states with energies $E_m$:
$$\chi_\lambda=-\frac1V\sum_m|\langle m|\rho_{\mathbf q}|0\rangle|^2\frac{2E_m}{E_m^2+\omega^2}.$$
Since $\int d\omega\,2E/(E^2+\omega^2)=2\pi$, the density fluctuations are $\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle/V=-\int\frac{d\omega}{2\pi}\chi_\lambda$. The interaction energy is $\frac12v(\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle-N)$ summed over $\mathbf q\neq0$ and divided by $V$, where the $-N$ removes self-interaction. By the Hellmann–Feynman theorem, its integral over $\lambda$ from 0 to 1 is the energy gained by switching on the interaction. Using $\chi_0$ throughout gives exchange,
$$\varepsilon_x=\frac1{2n}\int\frac{d^3q}{(2\pi)^3}\,v\left[-\int\frac{d\omega}{2\pi}\chi_0-n\right], \tag{3}$$
and the remainder, with $v(\chi_0-\chi_\lambda)$, is correlation. In RPA the electrons respond as free ones to the total field, so $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$. Because $\int_0^1d\lambda\,v\chi_0/(1-\lambda v\chi_0)=-\ln(1-v\chi_0)$,
$$\varepsilon_c^{\rm RPA}=\frac1{2n}\int\frac{d^3q}{(2\pi)^3}\int\frac{d\omega}{2\pi}\left[\ln(1-v\chi_0)+v\chi_0\right]. \tag{4}$$

All flavours feel the same field, so their free responses add:
$$\chi_0=-2\nu\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{2\Delta}{\Delta^2+\omega^2},\qquad \Delta=\mathbf k\cdot\mathbf q+\frac{q^2}2 .$$
The final state $\mathbf k+\mathbf q$ need not be restricted to empty states. If both states are occupied, the term is cancelled by that of $\mathbf k'=-\mathbf k-\mathbf q$, for which $\Delta$ has the opposite sign.

Now measure wave vectors in $k_F$ and energies in $k_F^2$: $\mathbf q=k_F\mathbf x$, $\omega=k_F^2w$. The integral for $\chi_0$ gives $k_F^3/k_F^2$, and $v$ gives $1/k_F^2$. Hence $v\chi_0=-(\nu/k_F)\,G(x,w)$, where $G$ contains neither $\nu$ nor $r_s$. The measure in (4) gives $k_F^5$, and $1/n=3\pi^2/(\nu k_F^3)$. Therefore
$$\varepsilon_c^{\rm RPA}=\frac{k_F^2}{\nu}\,\Phi\!\left(\frac{\nu}{k_F}\right),$$
with one function $\Phi$ for all valley numbers. Define
$$s=\nu^{4/3}r_s .$$
From (2), $\nu/k_F=s/\alpha$ and $k_F^2/\nu=\alpha^2\nu^{-5/3}/r_s^2=\nu\alpha^2/s^2$. For $\nu=1$ the same formula gives $\varepsilon_c^{\rm RPA}(s;1)=(\alpha^2/s^2)\Phi(s/\alpha)$. Comparing the two,
$$\varepsilon_c^{\rm RPA}(r_s;\nu)=\nu\,\varepsilon_c^{\rm RPA}(\nu^{4/3}r_s;1). \tag{5}$$
Correlation does not follow a fixed power of $\nu$ at given density. The prefactor grows, but the one-valley function is taken at a lower density, where it is weaker.

## (c) When the rings dominate

With lengths measured in $1/k_F$, the kinetic term scales as $k_F^2$ and the Coulomb term as $k_F$, so $H=k_F^2\,(T+V/k_F)$ with $T$ and $V$ dimensionless. Each interaction line then carries a factor $1/k_F$, the energy unit gives $k_F^2$, and the inverse volume gives $k_F^3$. A diagram with $p$ interaction lines and $\ell$ loops thus contributes to the energy per volume an amount proportional to $k_F^5k_F^{-p}\nu^\ell$. Dividing by $n\propto\nu k_F^3$ and using $k_F=\alpha\nu/s$ gives, per electron,
$$k_F^{2-p}\,\nu^{\ell-1}\ \propto\ \nu^{1+\ell-p}\times(\text{a function of }s). \tag{6}$$

The $p$ lines have $2p$ ends. A loop with a single end would transfer zero wave vector, and such terms are cancelled by the background. Every loop therefore has at least two ends, so $\ell\le p$. For $\ell=p$ each loop has two ends, and a connected diagram of this kind is one closed ring. Exchange is the case $\ell=p=1$. At fixed $s$ the energy per electron is then
$$\varepsilon=\nu^2\varepsilon_k(s;1)+\nu\left[\varepsilon_x(s;1)+\varepsilon_c^{\rm RPA}(s;1)\right]+O(\nu^0). \tag{7}$$

Individual rings with $p\ge2$ diverge at small $q$, which is why they are summed in (4). In the other diagrams the bare line is replaced by $v/(1-v\chi_0)$. At fixed $s$ the denominator is a function of scaled variables alone, so the powers in (6) survive. This is a statement about the resummed expansion, not a proof that it converges.

Equation (7) is the sense in which RPA is exact: as $\nu\to\infty$ at fixed $s$, the relative error of the RPA correlation energy vanishes as $1/\nu$. Fixed $s$ means $r_s=s\,\nu^{-4/3}\to0$, so the density must rise with the number of valleys.

**A model that can be solved.** The counting can be examined where the exact answer is available. Let $g$ flavours each have one electron on two sites, with
$$H=-\tau\sum_f\sigma^x_f+\frac{U}{2g}\Big(\sum_f\sigma^z_f\Big)^2 .$$
Here $\sigma^z=\pm1$ names the site, and $U/g$ plays the part of $v$. Without interaction each electron has one excitation, of energy $2\tau$ and unit matrix element of $\sigma^z$, so $v\chi_0=-4\tau U/(\omega^2+4\tau^2)$. The frequency integral needed is
$$\int\frac{d\omega}{2\pi}\ln\!\left(1+\frac{b}{\omega^2+a^2}\right)=\sqrt{a^2+b}-a, \tag{8}$$
which holds because both sides vanish at $b=0$ and have the derivative $1/(2\sqrt{a^2+b})$ with respect to $b$. The subtracted term integrates to $b/(2a)=U$. The RPA correlation energy is thus $\frac12(\sqrt{4\tau^2+4\tau U}-2\tau-U)$, which is $-0.26795$ for $\tau=1$, $U=2$.

The exact correlation energy is the ground-state energy minus the first-order value $-g\tau+U/2$. Diagonalization gives differences from RPA of $0.00078$, $0.00039$ and $0.00019$ for $g=100$, $200$ and $400$. They halve when $g$ doubles, as the counting requires. This tests the counting in the model; it does not supply the coefficient of the $1/\nu$ error in the electron gas.

**Fixed density.** If $r_s$ is held fixed instead, $s$ grows without limit. Adding (3) and (4) cancels the terms linear in $\chi_0$:
$$\varepsilon_x+\varepsilon_c^{\rm RPA}=\frac1{2n}\int\frac{d^3q}{(2\pi)^3}\left[\int\frac{d\omega}{2\pi}\ln(1-v\chi_0)-nv\right]. \tag{9}$$
For $q\gg k_F$ one may set $\Delta=q^2/2\equiv\epsilon$, so that $v\chi_0=-\omega_p^2/(\omega^2+\epsilon^2)$ with $\omega_p^2=4\pi n=3/r_s^3$. By (8), and with $nv=\omega_p^2/(2\epsilon)$, the bracket in (9) becomes
$$\sqrt{\epsilon^2+\omega_p^2}-\epsilon-\frac{\omega_p^2}{2\epsilon}.$$
Multiplied by $q^2$, this bracket is bounded, largest in magnitude at $q=0$, and spread over wave vectors up to about $\sqrt{2\omega_p}$. The ratio of that scale to $k_F$ is $0.97\,s^{1/4}$. The range $q\lesssim k_F$, where the replacement of $\Delta$ is not justified, is therefore a vanishing part of the integral for large $s$.

Put $q=\sqrt{2\omega_p}\,y$, so $\epsilon=\omega_py^2$, and use $n=\omega_p^2/4\pi$:
$$\varepsilon_x+\varepsilon_c^{\rm RPA}\to\frac{(2\omega_p)^{3/2}\omega_p}{4\pi^2n}J=\frac{2^{3/2}\omega_p^{1/2}}{\pi}J,\qquad J=\int_0^\infty\!\left[y^2\sqrt{1+y^4}-y^4-\tfrac12\right]dy .$$
With $y^2=\sinh\theta$ the bracket in $J$ is $\sinh\theta\,e^{-\theta}-\frac12=-\frac12e^{-2\theta}$, and $dy=d(\sinh^{1/2}\theta)$. Integrating by parts, then setting $z=e^{-2\theta}$,
$$J=-\int_0^\infty e^{-2\theta}\sinh^{1/2}\theta\,d\theta=-\frac1{2\sqrt2}\int_0^1z^{-1/4}(1-z)^{1/2}dz=-\frac{\Gamma(\frac34)\Gamma(\frac32)}{2\sqrt2\,\Gamma(\frac94)} .$$
Since $\Gamma(\frac94)=\frac5{16}\Gamma(\frac14)$ and $\Gamma(\frac14)\Gamma(\frac34)=\pi\sqrt2$, this equals $-2\Gamma(\frac34)^2/(5\sqrt\pi)$. With $\omega_p^{1/2}=3^{1/4}r_s^{-3/4}$,
$$\varepsilon_x+\varepsilon_c^{\rm RPA}\to-\frac{A}{r_s^{3/4}},\qquad A=\frac{2^{5/2}\,3^{1/4}\,\Gamma(\frac34)^2}{5\pi^{3/2}}=0.4015 . \tag{10}$$
The full RPA integral confirms this: for one valley the ratio of exchange plus correlation to (10) is $1.015$, $1.001$ and $1.0001$ at $s=10^2$, $10^4$ and $10^6$.

Equation (10) shows what went wrong in the tempting answer. The term of order $\nu$ in (7) is multiplied by a function that falls as $s^{-3/4}$, and at fixed density
$$\nu\,s^{-3/4}=\nu\,\nu^{-1}r_s^{-3/4}=r_s^{-3/4}.$$
The factor $\nu$ that lifted the rings above the other diagrams has been used up. Nothing in the counting of $\nu$ now makes the remainder small. It has to be compared with $r_s^{-3/4}$, so its relative size is set by $r_s$. As an estimate, the STLS local-field correction to RPA at $\nu=10^5$ changes the correlation energy by about $0.15\%$, $0.8\%$, $4\%$ and $12\%$ at $r_s=0.01$, $0.1$, $1$ and $5$. These fractions level off as $\nu$ grows instead of falling as $1/\nu$.

The bound (1) shows that at low density it is not small. As $\nu\to\infty$ at fixed $r_s$, $\varepsilon_k$ vanishes and the RPA total tends to (10). That limit violates (1) when $A\,r_s^{-3/4}>0.9/r_s$, that is, when
$$r_s>\left(\frac{0.9}{A}\right)^4\approx25 .$$
The case $\nu=1000$, $r_s=100$ lies well inside this region, so RPA cannot be trusted there. The number 25 marks where failure is proved; it does not certify RPA at smaller $r_s$.

## (d) Numbers

The units are $a^*=(12/0.3)a_0=40\,a_0=2.117$ nm and $\mathrm{Ha}^*=(0.3/144)\,\mathrm{Ha}=56.69$ meV. The sphere holding one electron has radius $(3/4\pi n)^{1/3}=2.879$ nm, so $r_s=2.879/2.117=1.360$.

For six valleys, $s=6^{4/3}\times1.360=14.83$ and $k_F=0.776/a^*$. Then $\varepsilon_k=0.3\times0.776^2=0.181$ and $\varepsilon_x=-3\times0.776/(4\pi)=-0.185$. The one-valley RPA correlation energy at $r_s=14.83$ is $-0.02508$, and (5) gives $6\times(-0.02508)=-0.150$. In $\mathrm{Ha}^*$ per electron, with totals formed before rounding:

| $\nu$ | kinetic | exchange | RPA corr. | total |
|---|---|---|---|---|
| 1 | 0.597 | −0.337 | −0.071 | 0.189 |
| 2 | 0.376 | −0.267 | −0.100 | 0.009 |
| 6 | 0.181 | −0.185 | −0.150 | −0.155 |
| 12 | 0.114 | −0.147 | −0.181 | −0.214 |

The total is $10.7$ meV for one valley and $-8.8$ meV for six. From $\nu=1$ to $6$ the kinetic energy falls by $0.416$, while exchange and correlation together weaken by only $0.072$, from $-0.408$ to $-0.336$. The change of sign thus comes from the smaller Fermi spheres. Correlation alone grows by a factor $2.1$, not $6$, because $s$ rises as well. At this density the limit (10) is $-0.319$, and the twelve-valley sum, $-0.328$, is within 3% of it.

These are RPA energies of the ground state of the model. In a real crystal the donors are discrete ions, whose interaction with the electrons beyond the uniform background is not in the table, and the valleys of silicon or germanium have anisotropic masses. For six valleys the Fermi energy $k_F^2/2=0.301\ \mathrm{Ha}^*$ is $17$ meV, which corresponds to about $200$ K. The six-valley values therefore apply only well below that temperature, not at room temperature. The RPA error is larger than the last digits shown. For one valley the Monte Carlo-based Perdew–Wang correlation energy at $r_s=1.36$ is $-0.053$, not $-0.071$, which gives a total of $11.8$ meV. An STLS local-field estimate raises the correlation energy by about $0.016\ \mathrm{Ha}^*$ for each $\nu$ in the table. That shift exceeds the two-valley total itself ($0.009\to0.025$) and is about 10% of the six-valley total ($-0.155\to-0.139$). The change of sign between $\nu=1$ and $6$ survives it. The numerical check below supports the scaling law and the limits used here.

## Values computed for the example and the checks

```
mass ratio 0.30, dielectric constant 12.0
density 1.00e+19 cm^-3
effective bohr a* 2.1167 nm
effective hartree Ha* 56.690 meV
rs 1.3603 (dimensionless)
kinetic coefficient, nu=1: 1.104951 Ha*
exchange coefficient, nu=1: -0.458165 Ha*
nu=1: s 1.360, kF 1.4108 1/a*
  kinetic 0.59711, exchange -0.33681 Ha*
  RPA corr. -0.07103, exch.+corr. -0.40784, total 0.18927 Ha*
nu=2: s 3.428, kF 1.1198 1/a*
  kinetic 0.37616, exchange -0.26732 Ha*
  RPA corr. -0.09990, exch.+corr. -0.36722, total 0.00893 Ha*
nu=6: s 14.831, kF 0.7764 1/a*
  kinetic 0.18084, exchange -0.18535 Ha*
  RPA corr. -0.15047, exch.+corr. -0.33582, total -0.15498 Ha*
nu=12: s 37.372, kF 0.6162 1/a*
  kinetic 0.11392, exchange -0.14711 Ha*
  RPA corr. -0.18055, exch.+corr. -0.32766, total -0.21374 Ha*
nu=1: kin. 33.85, exch. -19.09, corr. -4.03, total 10.73 meV
nu=6: kin. 10.25, exch. -10.51, corr. -8.53, total -8.79 meV
nu=6 / nu=1 ratios: kinetic 0.3029, exchange 0.5503
nu=6 / nu=1 ratio: RPA corr. 2.1182
one-valley RPA corr. at s of nu=6: -0.025078 Ha*
largest scaling-law discrepancy 2.0e-05 (relative)
many-valley coefficient A 0.401539 Ha*
many-valley exch.+corr. at this rs -0.31878 Ha*
s=1e+02: (exch.+corr.)/limit 1.01455
s=1e+04: (exch.+corr.)/limit 1.00113
s=1e+06: (exch.+corr.)/limit 1.00011
flavour model: hopping 1.0, U 2.0 (model units)
flavour model RPA corr. -0.267949 (model units)
g=100: exact corr. -0.267173, exact-RPA 0.000776
g=200: exact corr. -0.267562, exact-RPA 0.000387
g=400: exact corr. -0.267756, exact-RPA 0.000194
ball self-energy 0.600, background 0.300 Ha* at rs=1
lower bound -0.9000, bcc lattice -0.89593 Ha* at rs=1
limiting RPA crosses the bound at rs 25.24
nu=1000, rs=100: RPA total -0.012698 Ha*
lower bound at that rs -0.009000 Ha*
```
